# Born Solvation Free Energy of a Monovalent Ion: The Missing Half

## Problem

A monovalent ion is modelled as a sphere of radius $a=2$ Å carrying the charge $e$. It is taken from vacuum into a large volume of solvent with static relative permittivity $\varepsilon=78.4$. Calculate the electrostatic part of its solvation energy.

The solvent is treated as a linear, isotropic, uniform continuum that begins sharply at $r=a$. The ion is at rest in both states, and no other ions are nearby. The work of making an uncharged cavity is not part of the electrostatic term. The temperature is held fixed, so the reversible work to be found is a free energy, written $\Delta G$.

## A tempting solution

Put the charge uniformly on the surface of the sphere. In vacuum, the potential at the surface is

$$\phi_{\rm vac}=\frac{e}{4\pi\varepsilon_0 a},$$

and in the solvent it is

$$\phi_{\rm sol}=\frac{e}{4\pi\varepsilon_0\varepsilon a}.$$

The difference is the potential that the polarized solvent produces at the ion, called the reaction potential:

$$\phi_R=\phi_{\rm sol}-\phi_{\rm vac}=-\frac{e}{4\pi\varepsilon_0 a}\left(1-\frac1\varepsilon\right).$$

A charge $e$ in a potential $\phi_R$ has the energy $e\phi_R$. With $e^2/(4\pi\varepsilon_0)=14.3996$ eV Å and $1-1/78.4=0.98724$,

$$e\phi_R=-\frac{14.3996}{2}\times0.98724\ \text{eV}=-7.11\ \text{eV}.$$

This is offered as the solvation energy.

## Where it fails

The reaction potential is correct, and so is the arithmetic. The fault is in the last physical step. The product of charge and potential is the work of bringing a charge into a potential that is already there and stays unchanged. The reaction potential is not there beforehand: the ion itself creates it by polarizing the solvent. When the ion carries a smaller charge $q'$, the reaction potential is smaller in the same proportion.

The value $-7.11$ eV does have a meaning. It is the attraction between the ion and the solvent after the solvent has been polarized. It omits the free energy spent on polarizing the solvent.

## Right solution

**Charging in small steps.** Use a reversible path in three parts: discharge the sphere in vacuum, move the uncharged sphere into the solvent, and charge it there. The middle part contains no electrostatic work.

When the sphere in a medium of permittivity $\varepsilon$ carries the charge $q'$, its surface potential is $q'/(4\pi\varepsilon_0\varepsilon a)$. Adding $dq'$ costs this potential times $dq'$, so the full charging work is

$$W(\varepsilon)=\int_0^e\frac{q'}{4\pi\varepsilon_0\varepsilon a}\,dq'
=\frac{1}{4\pi\varepsilon_0\varepsilon a}\,\frac{e^2}{2}
=\frac{e^2}{8\pi\varepsilon_0\varepsilon a}.$$

Discharging in vacuum gives back $W(1)$. Therefore

$$\Delta G=W(\varepsilon)-W(1)
=\frac{e^2}{8\pi\varepsilon_0 a}\left(\frac1\varepsilon-1\right)
=-\frac{e^2}{8\pi\varepsilon_0 a}\left(1-\frac1\varepsilon\right).$$

This is the Born formula. It equals $\tfrac12e\phi_R$, and the factor $\tfrac12$ comes from $\int_0^e q'\,dq'$.

**Numbers.** The prefactor is $14.3996/(2\times2)=3.5999$ eV, so

$$\Delta G=-3.5999\times0.98724\ \text{eV}=-3.55\ \text{eV},$$

or about $-343$ kJ/mol. The negative sign means that, in this model, the charged sphere has a lower free energy in the solvent than in vacuum.

## The same result from the field

Gauss's law for the free charge gives, for $r>a$ in either medium,

$$D=\frac{e}{4\pi r^2},\qquad E=\frac{D}{\varepsilon_0\varepsilon}.$$

The work per volume of building up the field in a linear medium is $\int_0^D E'\,dD'=D^2/(2\varepsilon_0\varepsilon)$. Integrating over the shells outside the sphere,

$$\int_a^\infty\frac{1}{2\varepsilon_0\varepsilon}\,\frac{e^2}{16\pi^2r^4}\,4\pi r^2\,dr
=\frac{e^2}{8\pi\varepsilon_0\varepsilon}\int_a^\infty\frac{dr}{r^2}
=\frac{e^2}{8\pi\varepsilon_0\varepsilon a}.$$

This is $W(\varepsilon)$ again. For the present ion it is 3.600 eV in vacuum and 0.046 eV in the solvent. Solvation removes nearly all of the field energy outside the ion.

The field inside the sphere follows from the charge enclosed there and is the same in both media. Its energy cancels in the difference, so any spherically symmetric charge distribution within $a$ gives the same $\Delta G$. A numerical solution of the radial Poisson equation, with the permittivity stepping from 1 to 78.4 at 2 Å, gives $-3.5539$ eV both for surface charge and for charge spread uniformly through the sphere. The formula gives $-3.5540$ eV.

## Where the other half goes

The missing cost can be found by treating the polarization $\mathbf P$ as a variable. Let it point radially outward, with $P=sD$ and $s$ still unknown. Define

$$I=\int_{r>a}\frac{D^2}{\varepsilon_0}\,dV=\frac{e^2}{4\pi\varepsilon_0 a},$$

which is twice the vacuum field energy. Three terms depend on $s$.

1. The field of the ion alone is $D/\varepsilon_0$. The attraction of the dipoles to it is $-\int P D/\varepsilon_0\,dV=-sI$.
2. The polarization produces its own field $E_P$. It contains no free charge, so spherical symmetry requires $\varepsilon_0E_P+P=0$, or $E_P=-P/\varepsilon_0$. The dipole–dipole energy is $-\tfrac12\int PE_P\,dV=s^2I/2$, where the factor $\tfrac12$ prevents double counting of pairs.
3. The material resists polarization. At equilibrium, the derivative of its free energy density with respect to $P$ must equal the total field $E=P/[\varepsilon_0(\varepsilon-1)]$. Integrating over $P$ gives the density $P^2/[2\varepsilon_0(\varepsilon-1)]$, and integrating over volume gives $s^2I/[2(\varepsilon-1)]$.

The two quadratic terms combine because

$$\frac12\left(1+\frac1{\varepsilon-1}\right)=\frac{\varepsilon}{2(\varepsilon-1)}.$$

The sum is therefore

$$F(s)=I\left[-s+\frac{\varepsilon s^2}{2(\varepsilon-1)}\right].$$

Setting $dF/ds=0$ gives $-1+\varepsilon s/(\varepsilon-1)=0$, hence $s=(\varepsilon-1)/\varepsilon=1-1/\varepsilon$. The coefficient of $s^2$ is positive, so this is a minimum. There, the quadratic part is

$$\frac{\varepsilon s}{2(\varepsilon-1)}\,sI=\frac{sI}{2},$$

and the total is $-sI+sI/2=-sI/2=\Delta G$.

For this ion, the attraction is $-7.11$ eV and the polarization cost is $+3.55$ eV. Their sum is the Born value. The tempting solution kept the first term and dropped the second.

## Limits and sensitivity

For $\varepsilon\to1$ the solvent does not respond and $\Delta G\to0$. For $\varepsilon\to\infty$ the outside field is completely screened and $\Delta G\to-3.60$ eV. Water is already close to this limit. Differentiating the formula at fixed radius gives

$$\frac{d\ln|\Delta G|}{d\ln\varepsilon}=\frac{1/\varepsilon}{1-1/\varepsilon}=\frac1{\varepsilon-1}.$$

At $\varepsilon=78.4$, a small relative change in permittivity changes the result by only about one seventy-seventh as much. For $\varepsilon=2$, the factor $1-1/\varepsilon$ is $\tfrac12$, and the same ion would have $\Delta G=-1.80$ eV.

The radius matters far more, since $\Delta G\propto1/a$. At fixed permittivity, $a=1.9$ Å gives $-3.74$ eV and $a=2.1$ Å gives $-3.38$ eV.

The radial integral also shows where the energy is located. Replacing its lower limit $a$ by $r$ leaves the fraction $a/r$ outside $r$. If the first solvent layer is roughly 2.8 Å thick, it ends at 4.8 Å and contains $1-2/4.8$, or 58%, of $\Delta G$. More than half of the answer thus comes from a region one molecule thick, where a uniform continuum is least justified.

## Free energy or enthalpy

The permittivity depends on temperature, so $\Delta G$ differs from the enthalpy $\Delta H$. At constant pressure and with $a$ held fixed,

$$\Delta S=-\frac{\partial\Delta G}{\partial T}
=\frac{e^2}{8\pi\varepsilon_0a}\,\frac{1}{\varepsilon^2}\frac{d\varepsilon}{dT}
=\frac{e^2}{8\pi\varepsilon_0a}\,\frac1\varepsilon\frac{d\ln\varepsilon}{dT}.$$

With the rough value $d\ln\varepsilon/dT=-0.0046$ K$^{-1}$ for water and $T=298.15$ K,

$$T\Delta S=298.15\times3.5999\times\frac{-0.0046}{78.4}\ \text{eV}=-0.063\ \text{eV}.$$

Hence $\Delta H=\Delta G+T\Delta S=-3.62$ eV. The entropy is negative because the permittivity falls on heating. This is the entropy of the continuum at fixed radius, about $-20$ J/(mol K). The measured hydration entropy of a real ion such as K$^+$ is considerably larger in magnitude, so the model's entropy is less reliable than its free energy.

## Comparison with a real ion

The parameters roughly describe a potassium ion in water near room temperature, with 2 Å as an approximate cavity radius. The result depends strongly on the choice of radius. Using a rough bare-ion radius of 1.4 Å instead gives $-5.08$ eV, a shift of $-1.52$ eV. Making the cavity costs about 0.23 eV if a macroscopic surface tension of 0.072 N/m is multiplied by the sphere's area, a doubtful extrapolation to molecular size. An electric potential step at the liquid surface would shift the energy by 0.1 eV for each 0.1 V, with a sign set by the step. These are estimates of size, not corrections to be added up and compared with a measurement.

Linear response also fails near the ion. The linear model gives a field of 4.6 MV/cm at the cavity wall. A model of orienting dipoles whose alignment saturates (the Langevin model) was given a fast permittivity of 1.8 and 33 molecules per nm³. The coupling of the dipoles to the field was fitted to reproduce the low-field permittivity of 78.4; it was not derived from the dipole moment and temperature. The fitted coupling is about 3.7 times the bare value $\mu/k_BT$ for a dipole moment $\mu$ of 2.5 debye and 6.7 times for 1.85 debye. It yields 34 MV/cm for a dipole moment of 2.5 debye and 74 MV/cm for 1.85 debye. Yet at $a=2$ Å, $\Delta G$ rises by only 0.008 and 0.031 eV, less than 1% of its magnitude. This bound belongs to this radius and these inputs. At $a=1.9$ Å the rise for 1.85 debye is already 1.3%, and at $a=1.4$ Å the two rises are 0.16 and 0.30 eV, or about 3% and 6%.

Part of the reason follows from the field calculation. Spherical symmetry fixes $D$ whether or not the solvent saturates, so the 3.600 eV of vacuum field energy is subtracted in either case. Saturation changes only the energy remaining in the solvent, which was 0.046 eV in the linear model. That remainder grows by about 17% for 2.5 debye and 67% for 1.85 debye, but stays small beside the vacuum energy. Fixed $D$ alone does not ensure this: the solvent must also be able to reach a large polarization before it saturates. Here the largest dipole polarization is 0.86 and 0.64 of $D$ at the wall. With dipoles of 1.0 and 0.5 debye and the same low-field permittivity, $\Delta G$ would rise by 0.17 and 0.45 eV. This conclusion belongs to the continuum model; it does not size the effect of individual molecules packed around the ion.

The numerical output below lists the main values used here.

## Values computed for the example and the checks

```
INPUTS
cavity radius                         2.0 angstrom
relative permittivity                 78.4
temperature                           298.15 K
BORN ENERGY
e^2/(4 pi eps0)                       14.3996 eV angstrom
field energy outside ion, vacuum      3.5999 eV
field energy outside ion, solvent     0.0459 eV
factor 1 - 1/eps                      0.98724
solvation free energy, formula        -3.5540 eV
solvation free energy, converted      -342.9 kJ/mol
Poisson solver, surface charge        -3.5539 eV
Poisson solver, volume charge         -3.5539 eV
ion-solvent attraction                -7.1080 eV
cost of polarizing the solvent        3.5540 eV
assumed first-layer thickness         2.8 angstrom
share of energy from first layer      58.3 %
NEGLECTED EFFECTS (rough inputs)
free energy at radius 1.9 angstrom    -3.741 eV
free energy at radius 2.1 angstrom    -3.385 eV
free energy at bare radius 1.4 angstrom -5.077 eV
shift from using the bare radius      -1.52 eV
surface tension                       0.072 N/m
cavity formation estimate             0.23 eV
d ln(eps)/dT                          -0.0046 1/K
T times solvation entropy             -0.063 eV
solvation enthalpy                    -3.617 eV
water number density                  33 1/nm^3
fast permittivity                     1.8
field at wall, linear solvent         4.59 MV/cm
field at wall, dipole 2.50 debye      34 MV/cm
saturation energy, dipole 2.50 debye  +0.008 eV
field at wall, dipole 1.85 debye      74 MV/cm
saturation energy, dipole 1.85 debye  +0.031 eV
saturation growth, charge doubled     16.05 (small charge)
shift for surface potential 0.1 V     0.1 eV
```
